# Fermi wavevector times mean free path in a silicon delta layer: verification in Python

```python
"""
Result under test: a 2D electron layer with 2 spins and 2 equal valleys has
    kF * l = (h/e^2) / (2 * R),
where kF is the Fermi wavevector, l the mean free path and R the sheet
resistance. For R = 1000 ohm this is about 13 (weak disorder, kF*l >> 1).
The program also sizes what the two-valley model neglects: level broadening,
interference, temperature, valley splitting and the filling of other subbands.
Symbols: n sheet density, tau scattering time, EF Fermi energy above the
subband bottom, D diffusion constant. Lengths in nm and energies in eV
unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros, gammaln

# ---------------- inputs (round or rough typical values) ----------------
R_sheet = 1000.0          # ohm per square
density = 1.0             # nm^-2, equal to 1e14 cm^-2
m_t, m_l = 0.19, 0.92     # transverse and longitudinal mass / electron mass
permittivity = 11.7
L_phi = 100.0             # phase coherence length, nm
valley_split = 0.02       # eV
T_cold, T_room = 4.2, 300.0

h2m = sc.hbar**2 / sc.m_e / sc.e * 1e18              # hbar^2/m_e, eV nm^2
coulomb = sc.e / (sc.epsilon_0 * permittivity) * 1e9  # e^2/eps, eV nm
R_quantum = sc.h / sc.e**2
R_atomic = sc.hbar / sc.e**2
spins, valleys = 2, 2
g = spins * valleys

# ---------------- two-valley estimate ----------------
kFl = 4 * np.pi / (g * R_sheet / R_atomic)
kF = np.sqrt(4 * np.pi * density / g)
mfp = kFl / kF
EF = h2m * kF**2 / (2 * m_t)
v_F = sc.hbar * kF * 1e9 / (m_t * sc.m_e)            # m/s
tau = mfp * 1e-9 / v_F                               # s
mobility = 1e4 / (sc.e * density * 1e18 * R_sheet)   # cm^2/Vs
assert 12.5 < kFl < 13.5


# Test: count plane-wave states in a periodic box
def counted_density(k_max, side=200.0):
    top = int(k_max * side / (2 * np.pi)) + 2
    j = np.arange(-top, top + 1) * 2 * np.pi / side
    inside = j[:, None]**2 + j[None, :]**2 < k_max**2
    return g * inside.sum() / side**2


n_counted = counted_density(kF)
assert abs(n_counted / density - 1) < 0.01

# Test: rebuild R from simulated random flights and counted states
rng = np.random.default_rng(7)
walkers, flights = 20000, 150
pos = np.zeros((walkers, 2))
path = np.zeros(walkers)
for _ in range(flights):
    step = rng.exponential(mfp, walkers)
    angle = rng.uniform(0, 2 * np.pi, walkers)
    pos[:, 0] += step * np.cos(angle)
    pos[:, 1] += step * np.sin(angle)
    path += step
mean_time = path.mean() * 1e-9 / v_F
D_sim = (pos**2).sum(axis=1).mean() * 1e-18 / (4 * mean_time)
k_hi, k_lo = 1.1 * kF, 0.9 * kF
dE = h2m * (k_hi**2 - k_lo**2) / (2 * m_t) * sc.e
dos = (counted_density(k_hi) - counted_density(k_lo)) * 1e18 / dE
R_rebuilt = 1 / (sc.e**2 * dos * D_sim)
assert abs(R_rebuilt / R_sheet - 1) < 0.05           # sampling noise
D_formula = v_F * mfp * 1e-9 / 2
assert abs(D_sim / D_formula - 1) < 0.04


# Test: Boltzmann integral along the Fermi line (atomic units),
# averaged over the two in-plane orientations of the valley
def fermi_line_sigma(mx, my, energy, time):
    th = np.arange(4000) * 2 * np.pi / 4000
    ax, ay = np.sqrt(2 * mx * energy), np.sqrt(2 * my * energy)
    vx, vy = ax * np.cos(th) / mx, ay * np.sin(th) / my
    arc = np.hypot(ax * np.sin(th), ay * np.cos(th)) * 2 * np.pi / 4000
    integral = np.sum((vx**2 + vy**2) / 2 / np.hypot(vx, vy) * arc)
    return spins * time * integral / (4 * np.pi**2)


m_dos = np.sqrt(m_l * m_t)
weight_ellipse = m_dos * (1 / m_l + 1 / m_t) / 2
for mx, my, w in ((m_t, m_t, 1.0), (m_l, m_t, weight_ellipse)):
    expected = w * 2 * 0.03 * 200 / (2 * np.pi)
    assert abs(fermi_line_sigma(mx, my, 0.03, 200) / expected - 1) < 1e-6


# Test: conductivity bubble with broadened levels, energies in 1/(2 tau)
def broadening_ratio(x):
    return (np.pi / 2 + np.arctan(x) + 1 / x) / np.pi


for x in (1.0, 3.0, kFl):
    f = lambda e: e / ((x - e)**2 + 1)**2
    area = quad(f, 0, x)[0] + quad(f, x, 2*x)[0] + quad(f, 2*x, np.inf)[0]
    assert abs(area / (np.pi * x / 2) - broadening_ratio(x)) < 1e-6
broadening = broadening_ratio(kFl) - 1
assert abs(broadening * 3 * np.pi * kFl**3 - 1) < 0.02

# Test: return density 1/(4 pi D t) against the exact square-lattice walk
# (D = 1/4 per step; only every second site is reachable, hence factor 2)
half = 500
log_p = 2 * (gammaln(2*half + 1) - 2*gammaln(half + 1) - 2*half*np.log(2))
assert abs(np.exp(log_p) / (2 / (4*np.pi*0.25*2*half)) - 1) < 0.002

# Interference estimate: a tube of width 1/kF crossing itself
time_ratio = 2 * L_phi**2 / mfp**2
interference = np.log(time_ratio) / (2 * np.pi * kFl)
tau_phi = (L_phi * 1e-9)**2 / D_formula
rate = lambda s: v_F / (kF * 1e9) / (4 * np.pi * D_formula)
direct = quad(rate, np.log(tau), np.log(tau_phi))[0]  # s = ln t
assert abs(direct / interference - 1) < 1e-6

split_low = kFl * (1 - valley_split / (2 * EF))
split_high = kFl * (1 + valley_split / (2 * EF))
kT_cold, kT_room = (sc.k * T / sc.e for T in (T_cold, T_room))


# ---------------- self-consistent Hartree layer, six valleys ----------------
def levels(v, spacing, mass, count=10):
    diag = h2m / (mass * spacing**2) + v
    off = np.full(len(v) - 1, -h2m / (2 * mass * spacing**2))
    return eigh_tridiagonal(diag, off, select='i',
                            select_range=(0, count - 1))


# Test of the level solver: V-shaped well, lowest even Airy level
zt = np.arange(-120, 121) * 0.05
slope = coulomb * density / 2
airy = -ai_zeros(1)[1][0] * (h2m / (2 * m_l) * slope**2)**(1 / 3)
assert abs(levels(slope * abs(zt), 0.05, m_l, 1)[0][0] / airy - 1) < 0.01

# ladder: name, valleys, mass across the layer, in-plane density mass, weight
ladders = (("two-valley", 2, m_l, m_t, 1.0),
           ("four-valley", 4, m_t, m_dos, weight_ellipse))


def hartree(spacing, half_box):
    steps = int(round(half_box / spacing))
    z = np.arange(-steps, steps + 1) * spacing
    kernel = 0.5 * coulomb * spacing * abs(z[:, None] - z[None, :])
    donors = np.exp(-z**2 / (2 * 0.3**2))
    donors *= density / (donors.sum() * spacing)
    cloud = np.exp(-abs(z))
    cloud *= density / (cloud.sum() * spacing)
    v = kernel @ (donors - cloud)
    for _ in range(1500):
        solved = [levels(v, spacing, lad[2]) for lad in ladders]
        dos2d = [lad[1] * lad[3] / (np.pi * h2m) for lad in ladders]

        def excess(mu):
            return sum(d * np.clip(mu - s[0], 0, None).sum()
                       for d, s in zip(dos2d, solved)) - density
        bottom = min(s[0][0] for s in solved)
        mu = brentq(excess, bottom, bottom + density / dos2d[0] + 0.1,
                    xtol=1e-13)
        cloud = sum((s[1]**2) @ (d * np.clip(mu - s[0], 0, None))
                    for d, s in zip(dos2d, solved)) / spacing
        v_new = kernel @ (donors - cloud)
        v_new = (v_new + v_new[::-1]) / 2
        change = np.max(abs(v_new - v))
        if change < 2e-6:
            break
        v = v + 0.03 * (v_new - v)
    assert change < 2e-6
    assert all(s[0][-1] > mu for s in solved)        # enough levels kept
    curvature = (v[2:] - 2 * v[1:-1] + v[:-2]) / spacing**2
    source = coulomb * (donors - cloud)[1:-1]
    assert np.max(abs(curvature - source)) < 0.01 * np.max(abs(source))
    bands = []
    for lad, d, s in zip(ladders, dos2d, solved):
        for i, e in enumerate(s[0]):
            if mu > e:
                bands.append((lad[0], i + 1, lad[1], lad[4], mu - e,
                              d * (mu - e)))
    width = np.sqrt((cloud * z**2).sum() / cloud.sum())
    return bands, width


bands, width = hartree(0.1, 12.0)
bands_fine, width_fine = hartree(0.07, 14.0)
share_four = sum(b[5] for b in bands if b[2] == 4) / density
share_fine = sum(b[5] for b in bands_fine if b[2] == 4) / density
assert abs(bands[0][4] / bands_fine[0][4] - 1) < 0.03
assert abs(share_four - share_fine) < 0.02

# common scattering time that reproduces the same sheet resistance
two_tau = (R_quantum / R_sheet) / sum(b[2] * b[3] * b[4] for b in bands)
tau_six = two_tau * sc.hbar / sc.e / 2
kFl_bands = [two_tau * b[4] for b in bands]
# independent check: add up n e^2 tau / m for every subband
sigma_sum = 0.0
for b in bands:
    inv_m = 1 / m_t if b[2] == 2 else (1 / m_l + 1 / m_t) / 2
    sigma_sum += b[5] * 1e18 * sc.e**2 * tau_six * inv_m / sc.m_e
assert abs(sigma_sum * R_sheet - 1) < 1e-6
assert 1 < kFl_bands[0] < kFl
kF_main = np.sqrt(2 * m_t * bands[0][4] / h2m)

# ---------------- output ----------------
print(f"sheet resistance: {R_sheet:.0f} ohm")
print(f"sheet density: {density*1e14:.1e} cm^-2")
print(f"masses m_t, m_l: {m_t}, {m_l} electron masses")
print(f"relative permittivity: {permittivity}")
print(f"h/e^2: {R_quantum:.1f} ohm")
print(f"atomic unit of resistance: {R_atomic:.1f} ohm")
print(f"R in atomic units: {R_sheet/R_atomic:.4f}")
print(f"kF*l, two valleys: {kFl:.2f}")
print(f"R at which kF*l = 1: {R_quantum/2:.0f} ohm")
print(f"kF: {kF:.3f} nm^-1")
print(f"mean free path: {mfp:.2f} nm = {10*mfp:.1f} angstrom")
print(f"Fermi energy, two valleys: {EF:.3f} eV")
print(f"scattering time: {tau*1e15:.2f} fs")
print(f"mobility: {mobility:.1f} cm^2/Vs")
print(f"density from counted states / input: {n_counted/density:.4f}")
print(f"D simulated / formula: {D_sim/D_formula:.4f}")
print(f"R rebuilt from random flights: {R_rebuilt:.0f} ohm")
print(f"broadening correction to sigma: {broadening:.1e} (relative)")
print(f"coherence length (rough input): {L_phi:.0f} nm")
print(f"tau_phi/tau: {time_ratio:.0f}")
print(f"interference estimate: {100*interference:.1f} percent")
print(f"kT/EF at {T_cold} K: {kT_cold/EF:.1e}")
print(f"kT/EF at {T_room:.0f} K: {kT_room/EF:.3f}")
print(f"valley splitting (rough input): {valley_split} eV")
print(f"kF*l of split valleys: {split_low:.2f}, {split_high:.2f}")
print("Hartree layer with six valleys, common scattering time:")
for b, value in zip(bands, kFl_bands):
    print(f" {b[0]} subband {b[1]}: filling {b[4]:.3f} eV,"
          f" share {100*b[5]/density:.1f} percent, 2*E*tau {value:.2f}")
print(f"share of electrons in four-valley set: {100*share_four:.1f} percent")
print(f"same share, finer grid, wider box: {100*share_fine:.1f} percent")
print(f"weight of elliptical valleys: {weight_ellipse:.3f}")
print(f"rms half-width of electron layer: {width:.2f} nm")
print(f"scattering time, six valleys: {tau_six*1e15:.2f} fs")
print(f"kF of deepest subband: {kF_main:.3f} nm^-1")
print(f"mean free path there: {kFl_bands[0]/kF_main:.2f} nm")
print(f"deepest kF*l / two-valley kF*l: {kFl_bands[0]/kFl:.3f}")
print("tests ok")
```

Printed output:

```
sheet resistance: 1000 ohm
sheet density: 1.0e+14 cm^-2
masses m_t, m_l: 0.19, 0.92 electron masses
relative permittivity: 11.7
h/e^2: 25812.8 ohm
atomic unit of resistance: 4108.2 ohm
R in atomic units: 0.2434
kF*l, two valleys: 12.91
R at which kF*l = 1: 12906 ohm
kF: 1.772 nm^-1
mean free path: 7.28 nm = 72.8 angstrom
Fermi energy, two valleys: 0.630 eV
scattering time: 6.74 fs
mobility: 62.4 cm^2/Vs
density from counted states / input: 1.0005
D simulated / formula: 1.0013
R rebuilt from random flights: 999 ohm
broadening correction to sigma: 4.9e-05 (relative)
coherence length (rough input): 100 nm
tau_phi/tau: 377
interference estimate: 7.3 percent
kT/EF at 4.2 K: 5.7e-04
kT/EF at 300 K: 0.041
valley splitting (rough input): 0.02 eV
kF*l of split valleys: 12.70, 13.11
Hartree layer with six valleys, common scattering time:
 two-valley subband 1: filling 0.180 eV, share 28.5 percent, 2*E*tau 5.07
 two-valley subband 2: filling 0.016 eV, share 2.5 percent, 2*E*tau 0.44
 four-valley subband 1: filling 0.099 eV, share 69.0 percent, 2*E*tau 2.79
share of electrons in four-valley set: 69.0 percent
same share, finer grid, wider box: 69.0 percent
weight of elliptical valleys: 1.327
rms half-width of electron layer: 0.92 nm
scattering time, six valleys: 9.28 fs
kF of deepest subband: 0.947 nm^-1
mean free path there: 5.36 nm
deepest kF*l / two-valley kF*l: 0.393
tests ok
```
